# Why a Dielectric Narrows the Fundamental Gap of an Embedded Molecule

**Question.** A molecule has a certain fundamental gap in vacuum: the energy needed to remove an electron, less the energy regained when an electron is added. The same molecule is now enclosed in an insulating film. Its chemical bonds are unchanged and no charge passes between it and the film. Why does its gap become smaller, and by how much?

**Answer.**

### Two ions are hidden in the gap

Let \(E(N)\) be the ground-state energy of the neutral molecule with \(N\) electrons. The ionization energy \(I\) and the electron affinity \(A\) are

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1).
\]

The fundamental gap is their difference:

\[
E_g=I-A=E(N-1)+E(N+1)-2E(N).
\]

It is the cost of taking an electron from one molecule and placing it on an identical molecule far away. The process begins with two neutral molecules and ends with a cation and an anion. A medium that lowers the energy of ions more than that of neutrals must therefore narrow the gap.

A dielectric does this. Around a cation its electrons shift slightly inwards; around an anion they shift slightly outwards. In both cases the bound charge that gathers next to the ion has the opposite sign to the ion, and so attracts it. Reversing the ion's charge reverses the polarization too, and the interaction between them remains attractive.

### The energy of one ion

Take a spherical cavity of radius \(R\) in a linear, isotropic and unbounded medium of relative permittivity \(\varepsilon\). The molecule sits in the cavity, and the net charge \(q\) of the ion is spherically symmetric, centred and wholly inside \(R\). The cavity itself has permittivity 1, because the response of the molecule's own electrons is already contained in the gas-phase \(I\) and \(A\). Giving the cavity a larger permittivity only when the molecule is in the film would count that response twice.

Gauss's law for the displacement field \(D\) involves the ion's charge but not the bound charge of the medium. Outside the ion,

\[
D(r)=\frac{q}{4\pi r^2},
\]

with or without the medium. The work needed to assemble a charge in a linear medium is the integral of \(D^2/(2\varepsilon_0\varepsilon)\), which includes the energy spent in polarizing the medium. Inside the cavity nothing changes. Outside, \(1/\varepsilon\) replaces 1, so the energy changes by

\[
\Delta E=\int_R^\infty \frac{D^2}{2\varepsilon_0}\left(\frac1\varepsilon-1\right)4\pi r^2\,dr .
\]

Since \(D^2\,4\pi r^2=q^2/(4\pi r^2)\), and \(\int_R^\infty dr/r^2=1/R\),

\[
\Delta E=-\frac{q^2}{8\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\]

This is the Born energy. It is negative for \(\varepsilon>1\) and contains \(q^2\), so the sign of the ion does not matter.

The potential tells the same story and shows where the factor of one half comes from. With the charge at the centre, the field is \(q/(4\pi\varepsilon_0r^2)\) in the cavity and \(\varepsilon\) times smaller outside. Integrating inwards from infinity gives, for \(r<R\),

\[
\phi(r)=\frac{q}{4\pi\varepsilon_0}\left[\frac{1}{\varepsilon R}+\frac1r-\frac1R\right].
\]

Subtracting the vacuum potential \(q/(4\pi\varepsilon_0r)\) leaves the part due to the medium, the reaction potential:

\[
\phi_{\rm reac}=-\frac{q}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\]

It is the potential of a bound charge \(-q(1-1/\varepsilon)\) spread over the cavity wall. Because it is proportional to \(q\), it grows as the ion is charged. The work is \(\int_0^q\phi_{\rm reac}(q')\,dq'=\tfrac12q\phi_{\rm reac}\), which is the Born energy again.

The reaction potential is also uniform within the cavity. It exerts no force there, so it lowers the energy of the ion without distorting it.

### From the ions to the gap

Write the stabilization of an ion with \(q=\pm e\) as

\[
P=\frac{e^2}{8\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\]

The ideal neutral molecule has no net charge and no multipole moments, so its energy is unchanged. In the medium,

\[
I'=[E(N-1)-P]-E(N)=I-P,
\]
\[
A'=E(N)-[E(N+1)-P]=A+P.
\]

The electron is easier to remove and is held more firmly when added. Subtracting,

\[
E_g'=E_g-2P,\qquad
2P=\frac{e^2}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\]

The factor of one half in each Born energy is cancelled by the presence of two ions, assumed here to have the same \(R\). In Rydberg atomic units \(e^2/(4\pi\varepsilon_0)=2\), and the reduction is \(2(1-1/\varepsilon)/R\).

The reduction vanishes for \(\varepsilon\to1\). For \(\varepsilon\to\infty\) it saturates at \(e^2/(4\pi\varepsilon_0R)\), and half of that is already reached at \(\varepsilon=2\). It grows as \(R\) shrinks, but the limit \(R\to0\) is meaningless, since the ion's charge must fit inside the cavity.

Two consequences follow from the neutral's lack of net charge. A mean-field calculation of the ideal neutral, which also has no multipole moments, with a classical reaction field set by its average density, finds no reaction potential and hence unshifted orbital energies; the narrowing appears when the energies of the ions are computed. Likewise, an optical excitation that leaves the molecule neutral has no Born term, so this mechanism does not lower its energy.

### Which permittivity?

If the electron is removed or added quickly, the electrons of the medium follow but its nuclei do not. The vertical gap therefore takes the optical permittivity \(\varepsilon_{\rm opt}\). Once the nuclei of the medium have relaxed around each ion, the static value \(\varepsilon_{\rm st}\) applies. The additional stabilization per ion is the difference of two Born energies:

\[
\lambda=\frac{e^2}{8\pi\varepsilon_0R}\left(\frac1{\varepsilon_{\rm opt}}-\frac1{\varepsilon_{\rm st}}\right).
\]

### A residue in a low-k film

Consider a small conjugated carbon residue in an organosilicate low-k film. The parameters are round values of a roughly typical size, not data for a particular molecule: \(I=7.5\) eV, \(A=0.5\) eV, \(R=0.40\) nm, \(\varepsilon_{\rm opt}=2.0\) and \(\varepsilon_{\rm st}=2.7\). With \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm,

\[
2P=\frac{1.440}{0.40}\left(1-\frac1{2.0}\right)\ {\rm eV}=1.80\ {\rm eV}=0.132\ {\rm Ry}.
\]

Each ion gains \(P=0.90\) eV. The ionization energy falls to 6.6 eV, the affinity rises to 1.4 eV, and the gap shrinks from 7.0 to 5.2 eV. For relaxed surroundings the reduction is 2.27 eV, with \(\lambda=0.23\) eV per ion.

The shift can decide whether the residue traps an electron. Take the conduction-band edge of the host to lie 0.9 eV below vacuum, again a rough value. The gas-phase affinity of 0.5 eV would put the added electron above that edge. Polarization brings it to 1.4 eV below vacuum, a trap 0.5 eV deep before the nuclei of the medium relax; their relaxation around the anion deepens it by \(\lambda\). If \(A'\) were smaller than the host's affinity, the electron would go into the host and the molecular gap would no longer describe a bound anion. The hole has a matching condition: \(I'\) must be smaller than the host's ionization energy.

### When the charge is not at the centre

Put a point charge \(q\) at distance \(b\) from the centre and expand the potential in Legendre polynomials \(P_l(\cos\theta)\). Apart from the factor \(q/(4\pi\varepsilon_0)\), the radial part of order \(l\) is

\[
\frac{b^l}{r^{l+1}}+B_lr^l\quad(b<r<R),\qquad
\frac{C_l}{r^{l+1}}\quad(r>R).
\]

Continuity of the potential at \(R\) gives \(C_l=b^l+B_lR^{2l+1}\). Continuity of the normal displacement gives

\[
(l+1)b^l-lB_lR^{2l+1}=\varepsilon(l+1)C_l .
\]

Inserting \(C_l\) and collecting the terms in \(B_l\),

\[
B_l=-K_l\frac{b^l}{R^{2l+1}},\qquad
K_l=\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}.
\]

The reaction potential at the charge is the sum of \(B_lb^l\), times \(q/(4\pi\varepsilon_0)\). One half for charging and a factor of two for the two ions give the gap reduction

\[
2P_b=\frac{e^2}{4\pi\varepsilon_0}\sum_{l=0}^{\infty}K_l\frac{b^{2l}}{R^{2l+1}} .
\]

The term \(l=0\) is the Born result, since \(K_0=1-1/\varepsilon\). The others are positive, so at fixed \(R\) an off-centre charge narrows the gap further.

If the ion's charge is instead spread evenly over a ring of radius \(b\) about the centre, each term must be averaged over pairs of points on the ring, which multiplies it by \(P_l(0)^2\). For a ring of radius 0.30 nm the summed series gives 1.93 eV, 7% above the Born value.

A neutral molecule with a dipole moment \(p\) is stabilized through the term \(l=1\), by \(K_1p^2/(8\pi\varepsilon_0R^3)\). For 2.0 D this is 0.008 eV with \(\varepsilon_{\rm opt}\) and 0.010 eV with \(\varepsilon_{\rm st}\). Since \(E(N)\) enters the gap twice with a minus sign, this shift alone would widen the gap by 0.016 to 0.021 eV, which is small beside 1.80 eV.

### How far the number can be trusted

**Position in a pore.** Low-k films are often porous, and this is the largest correction found here. Suppose the molecule sits in an empty pore of radius 1.0 nm, with the same \(\varepsilon_{\rm opt}\) for the surrounding solid. At the centre of the pore the reduction is

\[
\frac{1.440}{1.0}\times\frac12\ {\rm eV}=0.72\ {\rm eV}.
\]

Against the wall the molecule's centre is 0.60 nm from the pore's centre, and the series gives 1.04 eV. These values are 60% and 42% below that of the close-fitting cavity. At the pore's centre \(P\) is 0.36 eV and \(A'\) is 0.86 eV, just short of the host's 0.9 eV, so the added electron is not bound while the nuclei of the medium stay fixed. Their relaxation, with \(\varepsilon_{\rm st}=2.7\), would raise \(A'\) to 0.95 eV and leave a trap only 0.05 eV deep. Both margins are smaller than the uncertainties.

**The radius.** A molecule has no sharp edge. Changing \(R\) to 0.35 or 0.45 nm changes the reduction to 2.06 or 1.60 eV. A conjugated residue is also flat rather than round. For an ellipsoidal cavity of the same volume with semi-axes 0.64, 0.43 and 0.23 nm, and the charge spread so that the wall is an equipotential, the reduction is 1.69 eV, a change opposite in sign to that found for the ring in a sphere.

**Atoms in place of a continuum.** The medium can be modelled as a simple cubic lattice of polarizable points that interact with one another, with the polarizability that the Clausius–Mossotti relation assigns to \(\varepsilon=2.0\). Removing 19 points makes a cavity, whose \(R\) is defined by equal volume; \(R=0.40\) nm then corresponds to a spacing of 0.242 nm. The molecule is a positive core surrounded by zero, one or two electrons, each spread over six points 0.10 nm from the centre. Solving for the induced dipoles of the 1002 remaining points gives a gap reduction 4.4% larger than the continuum result for a dielectric shell of the same finite size. The polarization energies of anion and cation agree within 0.3%, and that of the neutral is about \(10^{-5}\) of the cation's. This close agreement reflects the compact charge: with the six points 0.19 nm from the centre the two ions differ by 2.5% and the neutral's share rises to \(2\times10^{-3}\), and both grow further as the points approach the nearest dipoles. The 4.4% belongs to this particular cavity and cluster: for the cation the excess over the continuum lies between about 1% and 7% for cavities of 7 to 81 removed points, and for the 19-point cavity it rises to about 6% when the cluster is cut to a quarter of its points.

**Leakage of the added electron.** The anion's electron is bound by 0.5 eV relative to the host's band edge. With the free-electron mass, its wavefunction decays outside the cavity with \(\kappa=3.62\ {\rm nm^{-1}}\). A spherical well of radius \(R\), with its depth set to give this binding in the lowest state, leaves a fraction \(f=0.28\) of the electron outside. The net charge enclosed by a sphere of radius \(r>R\) then has magnitude \(Q(r)=e[1-fe^{-2\kappa(r-R)}]\), and the field-energy argument gives

\[
P_{\rm leak}=\frac{1-1/\varepsilon}{8\pi\varepsilon_0}\int_R^\infty\frac{Q(r)^2}{r^2}\,dr .
\]

Numerical integration shows a loss of 0.10 eV from the anion's 0.90 eV. The binding was not readjusted after this loss; doing so raises the loss to 0.13 eV, and a band mass of half the free-electron mass in the host raises it to about 0.15 eV. The medium was also taken to respond to the electron's average density, so these figures are estimates.

**Metal lines.** Midway between two metal surfaces a distance \(L\) apart, a charge has images of alternating sign at distances \(L,2L,3L,\dots\) on both sides. Since \(1-\tfrac12+\tfrac13-\cdots=\ln2\), they reduce the gap by a further \(2\ln2\,e^2/(4\pi\varepsilon_0\varepsilon_{\rm opt}L)\). For \(L=20\) nm this is 0.05 eV.

**Temperature.** Describe the slow polarization by a coordinate \(x\) with energy \(\tfrac12kx^2\), to which the cation adds \(-gx\) and the anion \(+gx\). Relaxation lowers either ion by \(\lambda=g^2/(2k)\). Classical thermal motion has \(\langle x^2\rangle=k_BT/k\), so \(gx\) has a root-mean-square size of \(\sqrt{2\lambda k_BT}\). At 380 K, where \(k_BT=0.033\) eV, this is 0.12 eV. Vibrations with quanta larger than \(k_BT\) add zero-point motion and broaden the levels further. At one molecule both \(I\) and \(A\) change by \(-gx\), so in this linear model its two levels fluctuate together and their difference does not. For an electron moved between two distant molecules the two coordinates are independent, and the vertical cost fluctuates by \(\sqrt{4\lambda k_BT}=0.17\) eV.

**Strong local field.** Just outside the cavity wall the ion's field is \(1.440/(2.0\times0.40^2)=4.5\) V/nm, or 45 MV/cm, far above a rough breakdown field of 5 MV/cm for the film. Breakdown by an electron avalanche, however, needs carriers that gain energy over a long path. Here the whole potential drop from the wall to infinity is 1.8 V, too little to excite electrons across the gap of several eV of such an insulator. The linear response also survives: with a rough third-order susceptibility of \(2\times10^{-22}\ {\rm m^2/V^2}\), the cubic part of the polarization at the wall is 0.4% of the linear part.

These estimates have different signs and are not independent, so they should not simply be added. For a residue enclosed tightly by the solid, they leave a vertical narrowing of somewhat under 2 eV, uncertain by a few tenths of an eV. For a residue in an open pore, the pore's radius and the molecule's place in it must be known before the formula can give a useful number.
